# Formation-energy shift of a neutral silicon defect from lattice-constant mismatch: test program

```python
"""
Result under test: holding a supercell at lattice constant a0*(1+strain) shifts
the formation energy of a neutral defect by
    shift = -3 * B * dV * strain      (first order, isotropic strain)
B  : bulk modulus;  dV : relaxation volume of the defect (fixed number of sites)
a0 : equilibrium lattice constant;  omega : volume per atom of the perfect crystal
The elastic argument is tested on a tetrahedral self-interstitial in the
Stillinger-Weber (SW) model of silicon, with all atoms relaxed explicitly.
Internal units of the atomistic part: eV and angstrom.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, minimize

GPA_A3 = 1e9 * 1e-30 / const.e          # one GPa*angstrom^3 in eV
HARTREE = const.physical_constants["Hartree energy in eV"][0]
KB = const.k / const.e                  # eV/K

# Published Stillinger-Weber parameters for silicon
EPS, SIG, CUT, LAM, GAM = 2.1683, 2.0951, 1.80, 21.0, 1.20
A2, B2 = 7.049556277, 0.6022245584


def sw(ref, box, stretch):
    """Energy, gradient with respect to ref, and dE/dln(stretch) per axis.
    Actual positions are ref*stretch in a periodic cell box*stretch."""
    stretch = np.ones(3) * stretch
    d = ref[None, :, :] - ref[:, None, :]
    d -= box * np.rint(d / box)
    d *= stretch / SIG
    r2 = np.einsum("ijk,ijk->ij", d, d)
    i, j = np.nonzero((r2 < (CUT * (1 - 1e-6))**2) & (r2 > 1e-12))
    v = d[i, j]
    r = np.sqrt(r2[i, j])
    unit = v / r[:, None]
    x = np.exp(1 / (r - CUT))
    poly = B2 * r**-4 - 1
    energy = 0.5 * np.sum(A2 * poly * x)
    slope = A2 * x * (-4 * B2 * r**-5 - poly / (r - CUT)**2)
    bond = 0.5 * slope[:, None] * unit
    # bonds are sorted by central atom: pair each bond with later ones
    first, second = [], []
    for k in range(1, np.bincount(i).max()):
        m = np.nonzero(i[k:] == i[:-k])[0]
        first.append(m)
        second.append(m + k)
    p, q = np.concatenate(first), np.concatenate(second)
    g = np.exp(GAM / (r - CUT))
    dg = -GAM / (r - CUT)**2
    cos = np.sum(unit[p] * unit[q], axis=1)
    c = cos + 1 / 3
    w = LAM * g[p] * g[q]
    energy += np.sum(w * c**2)
    for s, t in ((p, q), (q, p)):
        radial = (w * c**2 * dg[s])[:, None] * unit[s]
        turn = (2 * w * c / r[s])[:, None] * (unit[t] - cos[:, None] * unit[s])
        np.add.at(bond, s, radial + turn)
    grad = np.zeros_like(ref)
    np.add.at(grad, j, bond)
    np.add.at(grad, i, -bond)
    virial = np.sum(bond * v, axis=0)
    return EPS * energy, EPS * grad * stretch / SIG, EPS * virial


def crystal(n, a):
    fcc = np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
    basis = np.vstack([fcc, fcc + 0.25])
    cells = np.array([[x, y, z] for x in range(n)
                      for y in range(n) for z in range(n)])
    return a * (cells[:, None, :] + basis[None, :, :]).reshape(-1, 3), n * a


OPTIONS = dict(maxcor=20, ftol=1e-15, gtol=1e-5, maxiter=500)


def relax(start, box, stretch):
    """Relax atoms in a fixed cell; return energy and reference positions."""
    def fun(x):
        e, g, _ = sw(x.reshape(-1, 3), box, stretch)
        return e, g.ravel()
    res = minimize(fun, start.ravel(), jac=True, method="L-BFGS-B",
                   options=OPTIONS)
    assert np.abs(res.jac).max() < 2e-3
    return res.fun, res.x.reshape(-1, 3)


def relax_cell(start, box, pressure):
    """Relax atoms and isotropic cell size; return enthalpy and volume."""
    scale = 50.0                         # balances cell and atom stiffness

    def fun(x):
        s = 1 + x[-1] / scale
        e, g, w = sw(x[:-1].reshape(-1, 3), box, s)
        vol = (box * s)**3
        dz = (w.sum() + 3 * pressure * vol) / (s * scale)
        return e + pressure * vol, np.append(g.ravel(), dz)
    res = minimize(fun, np.append(start.ravel(), 0.0), jac=True,
                   method="L-BFGS-B", options=OPTIONS)
    assert np.abs(res.jac).max() < 2e-3
    return res.fun, (box * (1 + res.x[-1] / scale))**3


# ---- perfect crystal of the SW model ----
guess = 4 / np.sqrt(3) * 2**(1 / 6) * SIG
trial, trial_box = crystal(2, guess)
a_sw = guess * brentq(lambda s: sw(trial, trial_box, s)[2].sum(), 0.99, 1.01)
bulk, box = crystal(3, a_sw)
sites, volume = len(bulk), box**3
omega_sw = volume / sites


def e_bulk(stretch):
    return sw(bulk, box, stretch)[0]


e0 = e_bulk(1.0)
assert abs(e0 / sites + 2 * EPS) < 1e-3   # four saturated bonds per atom
h = 1e-3
b_sw = (e_bulk(1 + h) + e_bulk(1 - h) - 2 * e0) / h**2 / (9 * volume)
ax = np.array([h, 0, 0])
c11_sw = (e_bulk(1 + ax) + e_bulk(1 - ax) - 2 * e0) / h**2 / volume
c12_sw = (3 * b_sw - c11_sw) / 2

# ---- interstitial: relaxation volume from a zero-pressure relaxation ----
start = np.vstack([bulk, [[a_sw / 2] * 3]])
e_def0, relaxed = relax(start, box, 1.0)
ratio = (sites + 1) / sites
ef0 = e_def0 - ratio * e0
e_free, v_free = relax_cell(relaxed, box, 0.0)
dv_sw = v_free - volume


def formation(stretch):
    return relax(relaxed, box, stretch)[0] - ratio * e_bulk(stretch)


# ---- direct shifts at +-1 percent against the elastic formula ----
strain = 0.01
up = formation(1 + strain) - ef0
down = formation(1 - strain) - ef0
odd = (up - down) / 2
formula_sw = -3 * b_sw * dv_sw * strain
# the defect changes the stiffness of a 216-site cell by some percent
assert abs(odd / formula_sw - 1) < 0.12

# slope of relaxed energy equals the virial at fixed scaled coordinates
virial = sw(relaxed, box, 1.0)[2]
slope = (relax(relaxed, box, 1 + h)[0] - relax(relaxed, box, 1 - h)[0]) / (2*h)
assert abs(slope / virial.sum() - 1) < 0.01
assert np.ptp(virial) < 0.01 * abs(virial.mean())   # isotropic dipole

# residual energy of the fixed cell at the correct lattice constant
residual = e_def0 - e_free
residual_formula = b_sw * dv_sw**2 / (2 * volume)
assert abs(residual / residual_formula - 1) < 0.15

# the shift survives a change of supercell size
small, small_box = crystal(2, a_sw)
small_start = np.vstack([small, [[a_sw / 2] * 3]])
_, small_relaxed = relax(small_start, small_box, 1.0)
small_ef = []
for s in (1 + strain, 1 - strain):
    e_small = relax(small_relaxed, small_box, s)[0]
    small_ef.append(e_small - 65 / 64 * sw(small, small_box, s)[0])
odd_small = (small_ef[0] - small_ef[1]) / 2
assert abs(odd_small / odd - 1) < 0.20


# ---- epitaxial strain: in-plane strain fixed, normal stress zero ----
def film(e):
    t = brentq(lambda z: sw(bulk, box, np.array([1+e, 1+e, 1+z]))[2][2],
               -0.03, 0.03)
    return np.array([1 + e, 1 + e, 1 + t])


poisson = (film(h)[2] - film(-h)[2]) / (2 * h)
assert abs(poisson / (-2 * c12_sw / c11_sw) - 1) < 0.01
odd_film = (formation(film(strain)) - formation(film(-strain))) / 2
film_formula = -b_sw * dv_sw * 2 * strain * (1 - c12_sw / c11_sw)
assert abs(odd_film / film_formula - 1) < 0.12


# ---- reservoir under the same pressure: enthalpy of formation ----
def formation_enthalpy(p):
    s = brentq(lambda x: sw(bulk, box, x)[2].sum() + 3*p*(box*x)**3, .97, 1.03)
    h_bulk = e_bulk(s) + p * (box * s)**3
    return relax_cell(relaxed, box, p)[0] - ratio * h_bulk


p_sw = 3 * b_sw * strain
odd_h = (formation_enthalpy(p_sw) - formation_enthalpy(-p_sw)) / 2
h_formula = p_sw * (dv_sw - omega_sw)
assert abs(odd_h - h_formula) < 0.02

# ---- worked example: silicon, given and rough typical inputs ----
B, dV, a_nm = 98.0, 20.0, 0.543          # GPa, angstrom^3, nm
C11, C12, b_prime = 166.0, 64.0, 4.0     # GPa, GPa, dimensionless
alpha, heating, temp = 4e-6, 1000.0, 1300.0   # 1/K, K, K
omega = (10 * a_nm)**3 / 8
pressure = 3 * B * strain
shift = pressure * dV * GPA_A3
assert 0.35 < shift < 0.45               # "roughly 0.4 eV"


def murnaghan(e):
    return B / b_prime * ((1 + e)**(-3 * b_prime) - 1)


film_shift = B * dV * 2 * strain * (1 - C12 / C11) * GPA_A3

print("EXAMPLE: silicon, isotropic mismatch")
print(f"bulk modulus: {B:.0f} GPa")
print(f"relaxation volume: {dV:.0f} A^3")
print(f"lattice mismatch: {100*strain:.1f} %")
print(f"linear volume strain: {300*strain:.1f} %")
print(f"exact volume strain: {100*((1+strain)**3-1):.2f} %")
print(f"pressure magnitude: {pressure:.2f} GPa")
print(f"1 GPa A^3: {GPA_A3:.6f} eV")
print(f"energy shift magnitude: {shift:.3f} eV")
print(f"same shift: {shift/HARTREE:.4f} hartree")
print(f"shift per 0.1 % mismatch: {shift/10:.4f} eV")
print(f"temperature for Boltzmann factor: {temp:.0f} K")
print(f"kT there: {KB*temp:.4f} eV")
print(f"Boltzmann factor of shift: {np.exp(shift/(KB*temp)):.1f}")
print("NEGLECTED EFFECTS AND OTHER CONDITIONS")
print(f"rough pressure derivative B': {b_prime:.0f}")
print(f"shift, -1 %, with B': {murnaghan(-strain)*dV*GPA_A3:+.3f} eV")
print(f"shift, +1 %, with B': {murnaghan(strain)*dV*GPA_A3:+.3f} eV")
print(f"rough lattice constant: {a_nm:.3f} nm")
print(f"volume per atom: {omega:.2f} A^3")
print(f"reservoir strain energy: {4.5*B*strain**2*omega*GPA_A3:.4f} eV")
print(f"residual, 216 sites: {B*dV**2/(2*216*omega)*GPA_A3:.4f} eV")
print(f"rough mean expansion coefficient: {alpha:.1e} 1/K")
print(f"heating: {heating:.0f} K")
print(f"thermal strain: {100*alpha*heating:.2f} %")
print(f"thermal-strain shift: {3*B*dV*alpha*heating*GPA_A3:.3f} eV")
print(f"rough C11, C12: {C11:.0f}, {C12:.0f} GPa")
print(f"epitaxial strain trace: {200*strain*(1-C12/C11):.2f} %")
print(f"epitaxial shift magnitude: {film_shift:.3f} eV")
print(f"P*omega: {pressure*omega*GPA_A3:.3f} eV")
print(f"P*(dV-omega), interstitial: {pressure*(dV-omega)*GPA_A3:+.3f} eV")
print(f"P*(dV+omega), vacancy: {pressure*(dV+omega)*GPA_A3:+.3f} eV")
print("SW MODEL TEST: tetrahedral interstitial")
print(f"lattice constant: {a_sw/10:.4f} nm")
print(f"bulk modulus: {b_sw/GPA_A3:.1f} GPa")
print(f"C11, C12: {c11_sw/GPA_A3:.1f}, {c12_sw/GPA_A3:.1f} GPa")
print(f"formation energy, 216 sites: {ef0:.3f} eV")
print(f"relaxation volume: {dv_sw:.2f} A^3")
print(f"direct shift at +1 %: {up:+.4f} eV")
print(f"direct shift at -1 %: {down:+.4f} eV")
print(f"odd part, 216 sites: {odd:+.4f} eV")
print(f"-3 B dV strain: {formula_sw:+.4f} eV")
print(f"odd part, 64 sites: {odd_small:+.4f} eV")
print(f"slope, finite difference: {slope:.3f} eV")
print(f"slope, virial: {virial.sum():.3f} eV")
print(f"residual energy, direct: {residual:.4f} eV")
print(f"residual energy, formula: {residual_formula:.4f} eV")
print(f"epitaxial odd part, direct: {odd_film:+.4f} eV")
print(f"epitaxial odd part, formula: {film_formula:+.4f} eV")
print(f"test pressure: {p_sw/GPA_A3:.2f} GPa")
print(f"enthalpy shift, direct: {odd_h:+.4f} eV")
print(f"enthalpy shift, formula: {h_formula:+.4f} eV")
print("all assertions hold")
```

Printed output:

```
EXAMPLE: silicon, isotropic mismatch
bulk modulus: 98 GPa
relaxation volume: 20 A^3
lattice mismatch: 1.0 %
linear volume strain: 3.0 %
exact volume strain: 3.03 %
pressure magnitude: 2.94 GPa
1 GPa A^3: 0.006242 eV
energy shift magnitude: 0.367 eV
same shift: 0.0135 hartree
shift per 0.1 % mismatch: 0.0367 eV
temperature for Boltzmann factor: 1300 K
kT there: 0.1120 eV
Boltzmann factor of shift: 26.5
NEGLECTED EFFECTS AND OTHER CONDITIONS
rough pressure derivative B': 4
shift, -1 %, with B': +0.392 eV
shift, +1 %, with B': -0.344 eV
rough lattice constant: 0.543 nm
volume per atom: 20.01 A^3
reservoir strain energy: 0.0055 eV
residual, 216 sites: 0.0283 eV
rough mean expansion coefficient: 4.0e-06 1/K
heating: 1000 K
thermal strain: 0.40 %
thermal-strain shift: 0.147 eV
rough C11, C12: 166, 64 GPa
epitaxial strain trace: 1.23 %
epitaxial shift magnitude: 0.150 eV
P*omega: 0.367 eV
P*(dV-omega), interstitial: -0.000 eV
P*(dV+omega), vacancy: +0.734 eV
SW MODEL TEST: tetrahedral interstitial
lattice constant: 0.5431 nm
bulk modulus: 101.4 GPa
C11, C12: 151.4, 76.4 GPa
formation energy, 216 sites: 5.001 eV
relaxation volume: 42.72 A^3
direct shift at +1 %: -0.7939 eV
direct shift at -1 %: +0.8601 eV
odd part, 216 sites: -0.8270 eV
-3 B dV strain: -0.8114 eV
odd part, 64 sites: -0.8557 eV
slope, finite difference: -82.658 eV
slope, virial: -82.634 eV
residual energy, direct: 0.1352 eV
residual energy, formula: 0.1336 eV
epitaxial odd part, direct: -0.2725 eV
epitaxial odd part, formula: -0.2679 eV
test pressure: 3.04 GPa
enthalpy shift, direct: +0.4305 eV
enthalpy shift, formula: +0.4311 eV
all assertions hold
```
